\section*{Pyramid-to-dome transition and chemical potential jump of strained islands}

\section*{The problem}

A film grown coherently on a substrate with a different lattice parameter is strained. In Stranski--Krastanov growth it first forms a flat wetting layer and then three-dimensional islands, in which part of the strain can relax. Shallow pyramids and steeper domes are two possible island shapes. The task is to find which has the lower energy at a given volume $V$, and what happens to the chemical potential where the preference changes.

Film and substrate are isotropic, linearly elastic, equal in elastic constants, and infinitely deep below the surface. The wetting layer has a surface energy $\gamma_w$ independent of its thickness. Edge energies, surface stress, intermixing, dislocations and interactions between islands are left out. All energies are relative to the same amount of material in a flat strained film. No $\hbar$, electron charge or electron mass enters, so the algebra reads the same in atomic units. Numbers are in eV and \AA.

The example uses round model parameters: biaxial modulus $M=1$ eV/\AA$^3$, misfit $\varepsilon=0.04$, Poisson ratio $\nu=0.3$, volume per atom $\Omega=20$ \AA$^3$, and $0.06$ eV/\AA$^2$ for the energy of the wetting layer and of all facets. Both islands have a square base of side $L$. The pyramid has slope $0.2$. The dome has sides of slope $0.5$ and, over the inner half of its width, a cap of slope $0.2$.

\section*{(a) How the energy depends on size}

\textit{An island of fixed shape is enlarged uniformly. Find how its elastic and surface energies depend on $V$.}

\textbf{Solution.} Let the surface be $z=h(x,y)$, with $h=0$ on the wetting layer. The flat film carries the uniform in-plane stress $\sigma^0_{xx}=\sigma^0_{yy}=\sigma$, with all components $\sigma^0_{iz}=0$. Let $\mathbf u$ be the additional displacement when the island relaxes, and $e_{ij}$ its strain. The energy change is
\begin{equation}
E_{\rm el}=\int_{\rm film}\sigma^0_{ij}e_{ij}\,dV+\frac12\int C_{ijkl}e_{ij}e_{kl}\,dV .
\end{equation}
Since $\sigma^0$ is uniform in the film, the divergence theorem turns the first term into a surface integral of $\sigma^0_{ij}n_ju_i$. The flat film--substrate interface contributes nothing because $\sigma^0_{iz}=0$. On the top surface $\mathbf n\,dS=(-\nabla h,1)\,d^2r$, so
\begin{equation}
E_{\rm el}=-\int\sigma\nabla h\cdot\mathbf u\,d^2r+\frac12\int C_{ijkl}e_{ij}e_{kl}\,dV .
\label{eq:functional}
\end{equation}
The tilted surface thus acts as if loaded by a force density $\sigma\nabla h$.

Now enlarge the island by a factor $\lambda$ and use the displacement $\lambda\mathbf u(\mathbf r/\lambda)$. Slopes and strains are unchanged. The first term gains $\lambda$ from $\mathbf u$ and $\lambda^2$ from the area; the second gains $\lambda^3$ from the volume. The whole functional is multiplied by $\lambda^3$, and so is its minimum. That minimum is negative: $\mathbf u=0$ gives zero, and a small displacement along the load lowers the energy at first order. Hence $E_{\rm el}=-b_iV$ with $b_i>0$, at any slope.

Facet areas grow as $\lambda^2$, or $V^{2/3}$. For shape $i$ (P for pyramid, D for dome),
\begin{equation}
E_i(V)=a_iV^{2/3}-b_iV .
\label{eq:law}
\end{equation}
Edges would add a term in $V^{1/3}$, which matters most for small islands; its effect is examined in part (e).

\section*{(b) The surface coefficient}

\textit{Express $a_i$ through slopes and facet energies.}

\textbf{Solution.} In both shapes the slope depends only on $t=\max(|x|,|y|)$. Call it $s_{\rm side}$ for $\tau L/2<t<L/2$ and $s_{\rm top}$ for $t<\tau L/2$. A horizontal slice reaching out to $t$ has area $4t^2$ and thickness $s(t)\,dt$, so
\begin{align}
V&=\int_0^{L/2}4t^2s(t)\,dt
=\frac43\,\frac{L^3}{8}\left[s_{\rm side}(1-\tau^3)+s_{\rm top}\tau^3\right]=vL^3,\\
v&=\frac16\left[s_{\rm side}(1-\tau^3)+s_{\rm top}\tau^3\right].
\end{align}
A facet of slope $s$ has $\sqrt{1+s^2}$ times its projected area. The sides cover the fraction $1-\tau^2$ of the base and the cap covers $\tau^2$. The island also removes wetting-layer surface of area $L^2$. The surface energy is therefore $\Gamma L^2$ with
\begin{equation}
\Gamma=\gamma_{\rm side}\sqrt{1+s_{\rm side}^2}\,(1-\tau^2)+\gamma_{\rm top}\sqrt{1+s_{\rm top}^2}\,\tau^2-\gamma_w .
\end{equation}
Inserting $L=(V/v)^{1/3}$ gives $a=\Gamma v^{-2/3}$.

For the pyramid $\tau=0$, so $v_P=0.2/6=0.03333$ and $\Gamma_P=0.06(\sqrt{1.04}-1)=0.001188$ eV/\AA$^2$. Then $a_P=0.001188\times0.03333^{-2/3}=0.01147$ eV/\AA$^2$. For the dome $\tau=0.5$, $v_D=0.07708$ and $\Gamma_D=0.005609$ eV/\AA$^2$, so $a_D=0.03097$ eV/\AA$^2$. At equal volume the dome costs more surface energy.

\section*{(c) The relaxation coefficient}

\textit{Find $b_i$ to leading order in the slope.}

\textbf{Solution.} First simplify the energy at its minimum. Replacing $\mathbf u$ by $\eta\mathbf u$ in (\ref{eq:functional}) gives $-\eta W+\eta^2U$, where $W$ is the work integral and $U$ the quadratic term. This must be stationary at $\eta=1$, so $W=2U$ and $E_{\rm el}=-W/2$. For small slopes the load may be applied to the flat surface $z=0$ of a half-space $z<0$:
\begin{equation}
E_{\rm el}=-\frac12\int\sigma\nabla h\cdot\mathbf u\,d^2r .
\label{eq:half}
\end{equation}

The displacement follows from one Fourier component of the load. The gradient of a sinusoidal profile points along its wavevector, so take a load $f\cos kx$ along $x$. Nothing depends on $y$, and we try
\begin{equation}
u_x=(A+Bz)e^{kz}\cos kx,\qquad u_z=(C+Dz)e^{kz}\sin kx .
\end{equation}
Equilibrium requires $\nabla(\nabla\cdot\mathbf u)+(1-2\nu)\nabla^2\mathbf u=0$. The two ingredients of its $x$ component are
\begin{align}
\nabla\cdot\mathbf u&=\left[k(C-A)+D+k(D-B)z\right]e^{kz}\sin kx,\\
\nabla^2u_x&=2kB\,e^{kz}\cos kx .
\end{align}
After division by $k\,e^{kz}\cos kx$, the part linear in $z$ gives $D=B$, and the constant part gives $k(A-C)=(3-4\nu)B$. The $z$ component then repeats the second condition.

At $z=0$ the normal stress vanishes. It is proportional to $(1-\nu)\partial_zu_z+\nu\partial_xu_x$, so
\begin{align}
0&=(1-\nu)(kC+B)-\nu kA\nonumber\\
&=(1-\nu)\left[kA-(2-4\nu)B\right]-\nu kA\nonumber\\
&=(1-2\nu)\left[kA-2(1-\nu)B\right].
\end{align}
Thus $kA=2(1-\nu)B$ and $kC=kA-(3-4\nu)B=-(1-2\nu)B$. With shear modulus $G$, the shear stress must equal the load:
\begin{equation}
f=G(kA+B+kC)=2GB .
\end{equation}
Hence $B=f/(2G)$, and the surface displacement has amplitude
\begin{equation}
A=\frac{(1-\nu)f}{Gk}.
\end{equation}

With $h_{\mathbf k}=\int h\,e^{-i\mathbf k\cdot\mathbf r}d^2r$, the load has components $i\sigma\mathbf k h_{\mathbf k}$. Equation (\ref{eq:half}) becomes
\begin{equation}
E_{\rm el}=-\frac{\sigma^2(1-\nu)}{2G}\,Q,\qquad
Q=\int\frac{d^2k}{(2\pi)^2}\,k\,|h_{\mathbf k}|^2 .
\end{equation}
For equal biaxial strain with a free surface, $\sigma=M\varepsilon$ and $M=2G(1+\nu)/(1-\nu)$, so $(1-\nu)/(2G)=(1+\nu)/M$. The flat-film energy density is $w_0=\frac12(2\sigma\varepsilon)=M\varepsilon^2$. Since $\sigma^2/M=w_0$,
\begin{equation}
E_{\rm el}=-(1+\nu)w_0Q .
\end{equation}
Enlarging the island at fixed shape multiplies $h_{\mathbf k}$ by $L^3$ and rescales $k$ by $1/L$, so $Q=qL^{6-3}=qL^3$. With $V=vL^3$,
\begin{equation}
b=(1+\nu)w_0\,\frac qv .
\end{equation}
For a simple pyramid $q\propto s^2$ and $v\propto s$, so in this approximation $b\propto s$.

In the example $w_0=0.0016$ eV/\AA$^3$. Numerical integration gives $q_P=0.006615$ and $q_D=0.03229$. Then
\begin{align}
b_P&=1.3\times0.0016\times\frac{0.006615}{0.03333}=4.13\times10^{-4}\ \text{eV/\AA}^3,\\
b_D&=1.3\times0.0016\times\frac{0.03229}{0.07708}=8.71\times10^{-4}\ \text{eV/\AA}^3 .
\end{align}
The dome relaxes about twice as much energy per volume. Its side slope of $0.5$ is not very small, so $b_D$ is approximate; the form (\ref{eq:law}) does not depend on that approximation.

\section*{(d) The preferred shape}

\textit{Let $\Delta a=a_D-a_P$ and $\Delta b=b_D-b_P$ both be positive. At what volume does the preferred shape change, and when is the pyramid preferred to both the dome and the flat film?}

\textbf{Solution.} The energy difference is
\begin{equation}
E_D-E_P=V^{2/3}\left(\Delta a-\Delta b\,V^{1/3}\right).
\label{eq:difference}
\end{equation}
It is positive at small $V$, negative at large $V$, and vanishes at one positive volume:
\begin{equation}
V_t=\left(\frac{\Delta a}{\Delta b}\right)^3 .
\end{equation}
If $\Delta a>0$ but $\Delta b\le0$, there is no crossing and the pyramid stays lower.

The pyramid must also beat the flat film. With $a_P>0$, $E_P<0$ requires $V>(a_P/b_P)^3$. A window below $V_t$ therefore exists if
\begin{equation}
\frac{a_P}{b_P}<\frac{\Delta a}{\Delta b}
\;\Longleftrightarrow\; a_P(b_D-b_P)<b_P(a_D-a_P)
\;\Longleftrightarrow\;\frac{a_P}{b_P}<\frac{a_D}{b_D}.
\end{equation}
The multiplications are by positive quantities, and $-a_Pb_P$ cancels on both sides. If the inequality fails, the lowest state passes from flat film to dome without a pyramid interval.

Here $a_P/b_P=27.8$ \AA\ is below $a_D/b_D=35.5$ \AA, so the window exists. It begins at about $2.15\times10^4$ \AA$^3$ and ends at
\begin{equation}
V_t=\left(\frac{0.019493}{4.5845\times10^{-4}}\right)^3
=(42.52)^3\approx7.69\times10^4\ \text{\AA}^3,
\end{equation}
which is $5.19\times10^5$ bohr$^3$, or about 3840 atoms. The digits here and below follow from the coefficients as computed and serve to check the arithmetic. As a physical estimate $V_t$ is rough, because $\Delta b$ is a difference of two approximate coefficients and enters as an inverse cube. At a side slope of $0.5$, an error of some 20\% in $b_D$ is realistic. If $b_P$ were lower by 10\% and $b_D$ by 20\%, $V_t$ would be about 2.8 times larger, and the drop in chemical potential found in part (e), which is proportional to $\Delta b$, would be about 30\% smaller. The pyramid window would remain. At this volume the pyramid has base 132 \AA\ and height 13 \AA; the dome has base 100 \AA\ and height 17 \AA. The change of shape makes the island narrower and taller.

\section*{(e) The chemical potential at the transition}

\textit{Find the chemical potential of each shape and its change at $V_t$ when the island takes the shape of lower energy. What do edges and temperature do to this change?}

\textbf{Solution.} One atom adds volume $\Omega$. For islands of many atoms
\begin{equation}
\mu_i=\Omega\frac{dE_i}{dV}=\Omega\left(\frac23a_iV^{-1/3}-b_i\right).
\label{eq:mu}
\end{equation}
From (\ref{eq:law}), $a_iV^{-1/3}=E_i/V+b_i$. Substitution gives
\begin{equation}
\mu_i=\frac23\,\Omega\frac{E_i}{V}-\frac13\,\Omega b_i .
\end{equation}
At $V_t$ the two energies are equal, so the first term is the same for both shapes. The second is not:
\begin{equation}
\mu_D(V_t)-\mu_P(V_t)=-\frac{\Omega\,\Delta b}{3}.
\label{eq:jump}
\end{equation}
The energy is continuous, but its slope drops. The surface coefficients, together with $\Delta b$, set the volume at which this happens; within the two-term model they do not affect the size of the drop.

In the example the energy per atom at $V_t$ is $-2.859\times10^{-3}$ eV. Two thirds of it is $-1.906\times10^{-3}$ eV. The terms $-\Omega b_i/3$ are $-2.752\times10^{-3}$ eV for the pyramid and $-5.808\times10^{-3}$ eV for the dome. Adding,
\begin{equation}
\mu_P=-4.66\times10^{-3}\ \text{eV},\qquad \mu_D=-7.71\times10^{-3}\ \text{eV}.
\end{equation}
The drop is $3.06\times10^{-3}$ eV, or $1.12\times10^{-4}$ hartree.

Raising the steep-facet energy from $0.060$ to $0.061$ eV/\AA$^2$ illustrates this. The transition moves to about $1.46\times10^5$ \AA$^3$, while the drop stays the same. The large shift arises because $a_D$ contains a small difference of surface energies, and because $\Delta a$ enters cubed.

\emph{Edges.} Add $c_iV^{1/3}$ to the energy. Its contribution to $dE_i/dV$ is $\frac13c_iV^{-2/3}$, whereas $\frac23E_i/V$ contains $\frac23c_iV^{-2/3}$. The excess must be subtracted, and at the shifted crossing volume $V_t'$ the jump becomes
\begin{equation}
-\frac{\Omega}{3}\left[\Delta b+\Delta c\,(V_t')^{-2/3}\right],\qquad \Delta c=c_D-c_P .
\end{equation}
The drop is independent of boundary energies only when this edge term is negligible. At the size of the example edges need not be small. Each shape has about 900 \AA\ of edges at $V_t$, so an illustrative edge energy of $0.01$ eV/\AA\ adds about 9 eV to an island energy of about $-11$ eV. If it is the same for both shapes, $\Delta c$ is small and the jump hardly changes ($-3.04\times10^{-3}$ eV), but the pyramid window of part (d) becomes much narrower. If the edges of the dome cost $0.02$ eV/\AA\ instead, the crossing moves to about $1.35\times10^5$ \AA$^3$ and the jump to $-3.58\times10^{-3}$ eV.

\emph{Temperature.} Suppose the island can switch freely between the shapes at temperature $T$, with no other entropy difference. Its free energy is $-k_BT\ln(e^{-E_P/k_BT}+e^{-E_D/k_BT})$. Differentiation gives the average of $\mu_P$ and $\mu_D$ weighted by the Boltzmann factors, so the step is smoothed. Near $V_t$, $E_D-E_P\approx-(\Delta b/3)(V-V_t)$, which reaches $k_BT$ in magnitude after about $3k_BT/(\Omega\Delta b)$ atoms. For $k_BT=0.06$ eV this is $0.06/0.00306\approx20$ atoms, a narrow range compared with 3840.

\section*{(f) A transition that comes late}

\textit{A barrier keeps the island a pyramid until $V_x>V_t$. Find the jump in chemical potential and the energy released. What changes for a dome that shrinks below $V_t$?}

\textbf{Solution.} Subtract the two forms of (\ref{eq:mu}) at $V_x$ and use $\Delta a=\Delta b\,V_t^{1/3}$:
\begin{equation}
\mu_D-\mu_P=-\Omega\,\Delta b\left[1-\frac23\left(\frac{V_t}{V_x}\right)^{1/3}\right].
\label{eq:late}
\end{equation}
The same substitution in (\ref{eq:difference}) gives the released energy
\begin{equation}
E_P-E_D=\Delta b\,V_x\left[1-\left(\frac{V_t}{V_x}\right)^{1/3}\right].
\end{equation}
For $V_x\to V_t$ the jump returns to (\ref{eq:jump}) and no energy is released. For $V_x\gg V_t$ the drop approaches $\Omega\Delta b$, three times its value at $V_t$.

For $V_x=2V_t$ the cube root is $2^{-1/3}=0.794$. The jump is $-20\times4.5845\times10^{-4}\times(1-0.529)=-4.32\times10^{-3}$ eV, and about $14.5$ eV is released by the whole island of some 7700 atoms.

Equation (\ref{eq:late}) compares the two shapes at any common volume, so it also covers a dome that survives below $V_t$. The difference shrinks as $V$ falls and vanishes when $(V_t/V)^{1/3}=3/2$, that is at $V=8V_t/27$. Below this volume the dome has the higher chemical potential.

\section*{(g) Exchange of atoms between islands}

\textit{Islands have their lowest-energy shapes. Does moving an atom from a pyramid to a dome raise or lower the total energy?}

\textbf{Solution.} Within one shape
\begin{equation}
\frac{d\mu_i}{dV}=-\frac29\,\Omega a_iV^{-4/3}<0\qquad(a_i>0).
\end{equation}
For a pyramid of volume $V_1<V_t$ and a dome of volume $V_2>V_t$, this and the drop at $V_t$ give
\begin{equation}
\mu_P(V_1)>\mu_P(V_t)>\mu_D(V_t)>\mu_D(V_2).
\end{equation}
The transfer changes the energy by approximately $\mu_D(V_2)-\mu_P(V_1)<0$, so it lowers the total energy. In the example the gain exceeds the drop at $V_t$, about $3.06\times10^{-3}$ eV per atom, however close to $V_t$ the two islands are. No lowest-energy island has a chemical potential between $-7.71\times10^{-3}$ and $-4.66\times10^{-3}$ eV. Both statements assume that each island keeps its lowest-energy shape. With the thermal switching of part (e), islands within a few tens of atoms of $V_t$ fill this gap and gain less: at $k_BT=0.06$ eV, about $1.5\times10^{-3}$ eV per atom for islands 20 atoms below and above $V_t$.

This favours the growth of domes at the expense of pyramids. It gives a direction, not a rate: rates also depend on atomic transport and on barriers to changing shape. Elastic interactions between closely spaced islands, left out here, would add terms that depend on their separation. The numerical output below gives the values used in the example.

\section*{Computed results}
\begin{verbatim}
biaxial modulus M = 1.00 eV/A^3
misfit = 0.04, Poisson ratio = 0.30 (no unit)
flat-film strain energy density w0 = 0.001600 eV/A^3
surface energy of film and all facets = 0.060 eV/A^2
volume per atom = 20.0 A^3
pyramid slope = 0.20 (no unit)
dome side slope = 0.50, cap slope = 0.20, cap width fraction = 0.50 (no unit)
pyramid: v = V/L^3 = 0.033333 (no unit)
pyramid: q = Q/L^3 = 0.006615 (no unit)
pyramid: surface factor Gamma = 0.001188 eV/A^2
pyramid: a = 0.011472 eV/A^2
pyramid: b = 4.1276e-04 eV/A^3
pyramid: b/w0 = 0.2580 (no unit)
pyramid: a/b = 27.794 A
pyramid: zero-energy volume = 21470 A^3
pyramid at V_t: base = 132.12 A, height = 13.21 A
pyramid at V_t: energy = -10.9896 eV
pyramid at V_t: mu = -4.6578 x 10^-3 eV
dome: v = V/L^3 = 0.077083 (no unit)
dome: q = Q/L^3 = 0.032287 (no unit)
dome: surface factor Gamma = 0.005609 eV/A^2
dome: a = 0.030966 eV/A^2
dome: b = 8.7122e-04 eV/A^3
dome: b/w0 = 0.5445 (no unit)
dome: a/b = 35.543 A
dome: zero-energy volume = 44902 A^3
dome at V_t: base = 99.91 A, height = 17.48 A
dome at V_t: energy = -10.9896 eV
dome at V_t: mu = -7.7142 x 10^-3 eV
Delta a = 0.019493 eV/A^2
Delta b = 4.5845e-04 eV/A^3
Delta a / Delta b = 42.520 A
transition volume V_t = 76874 A^3 = 518771 bohr^3
atoms at V_t = 3844
energy per atom at V_t = -2.8591 x 10^-3 eV
jump of mu at V_t = -3.0563 x 10^-3 eV = -1.1232e-04 hartree
jump by finite differences = -3.0564 x 10^-3 eV
steep facet at 0.061 eV/A^2: V_t = 145683 A^3
steep facet at 0.061 eV/A^2: jump = -3.0564 x 10^-3 eV
delayed transition volume V_x = 153748 A^3
jump of mu at V_x = -4.3174 x 10^-3 eV
energy released at V_x = 14.5412 eV
\end{verbatim}
